\section*{Which Target Atom Can Take the Most Energy from an Ion?}

\section{The argument under comment}

The manuscript considers boron implanted at 30 keV into germanium that already contains some antimony. It asks which atom, boron, germanium or antimony, can take the most energy from the ion in one elastic collision, and it answers antimony. The reasoning has three parts:
\begin{enumerate}
\item In a head-on collision, a heavier target atom receives more momentum.
\item An atom that receives more momentum receives more energy.
\item The calculated nuclear stopping is larger for antimony than for germanium or boron, which is taken as confirmation.
\end{enumerate}
Part 1 is correct. Part 2 need not hold when the target masses differ, and part 3 concerns an average, whereas the question concerns a maximum. The conservation laws settle the first two parts; the third also needs the force between the atoms.

\section{What the conservation laws allow}

Let the ion have mass $m_1$, velocity $\mathbf v$ and kinetic energy $E=\tfrac12 m_1v^2$. The target atom has mass $m_2$, is free and is initially at rest. The collision is elastic and non-relativistic. Afterwards the ion has velocity $\mathbf v'$, and the target has velocity $\mathbf w$ at an angle $\phi$ to $\mathbf v$. Then
\begin{align}
m_1\mathbf v' &= m_1\mathbf v-m_2\mathbf w, \label{mom}\\
m_1v^2 &= m_1v'^2+m_2w^2. \label{en}
\end{align}
Squaring (\ref{mom}) and dividing by $m_1$ gives
\begin{equation}
m_1v'^2=m_1v^2-2m_2vw\cos\phi+\frac{m_2^2}{m_1}w^2 .
\end{equation}
Inserting this in (\ref{en}) and cancelling $m_1v^2$ leaves
\begin{equation}
0=-2m_2vw\cos\phi+\frac{m_2^2}{m_1}w^2+m_2w^2 .
\end{equation}
The root $w=0$ means that nothing was transferred. For a struck atom we may divide by $m_2w$, which gives
\begin{equation}
w=\frac{2m_1v\cos\phi}{m_1+m_2}. \label{w}
\end{equation}
The energy of the target is therefore
\begin{equation}
T=\tfrac12m_2w^2
=\frac{4m_1m_2}{(m_1+m_2)^2}\,E\cos^2\phi
\equiv\Lambda E\cos^2\phi . \label{T}
\end{equation}
The largest value, $\Lambda E$, belongs to $\phi=0$. It is reached in a head-on collision under a central repulsion whose potential energy grows without limit at short distance, because the atoms then cannot pass through each other and the force acts along the line of approach. The form of the repulsion does not enter $\Lambda$.

Since $(m_1+m_2)^2-4m_1m_2=(m_1-m_2)^2$, the ceiling can be written as
\begin{equation}
\Lambda=1-\left(\frac{m_1-m_2}{m_1+m_2}\right)^2. \label{square}
\end{equation}
The subtracted square is the energy share kept by the ion: putting $\phi=0$ and (\ref{w}) into (\ref{mom}) gives $v'=v(m_1-m_2)/(m_1+m_2)$. Exchanging the masses reverses the sign of this velocity ratio but leaves its square unchanged, so $\Lambda$ is symmetric. It equals one when the masses are equal, which is when the ion stops, and is smaller otherwise.

To see how the ceiling varies for a fixed ion, put $r=m_2/m_1$, so that $\Lambda=4r/(1+r)^2$ and
\begin{equation}
\frac{d\Lambda}{dr}
=\frac{4(1+r)^2-8r(1+r)}{(1+r)^4}
=\frac{4(1-r)}{(1+r)^3}.
\end{equation}
A heavier target can take more energy as long as it is lighter than the ion. Beyond equal masses, further mass lowers the ceiling. For a very light target $\Lambda\to4m_2/m_1$; for a very heavy one $\Lambda\to4m_1/m_2$. Both limits vanish.

\section{Where the momentum argument breaks}

For a head-on collision, (\ref{w}) gives the ratio of the target's momentum $p_2$ to the ion's initial momentum $p$:
\begin{equation}
\frac{p_2}{p}=\frac{m_2w}{m_1v}=\frac{2m_2}{m_1+m_2}
=\frac{2}{1+m_1/m_2}. \label{p}
\end{equation}
This does rise with $m_2$, as part 1 says. It exceeds one when $m_2>m_1$ because the ion then rebounds with momentum of the opposite sign. But energy is momentum squared divided by twice the mass, so
\begin{equation}
\frac{T}{E}=\frac{p_2^2/(2m_2)}{p^2/(2m_1)}
=\left(\frac{p_2}{p}\right)^2\frac{m_1}{m_2}. \label{pe}
\end{equation}
Part 2 omits the factor $m_1/m_2$. Once the target is heavier than the ion, so that the momentum ratio exceeds one, this factor falls faster than the squared momentum ratio rises, and the energy decreases.

A moving germanium atom shows both sides of the peak. The masses used are 11.009 u for boron-11 and the natural mean values 72.630 u for germanium and 121.760 u for antimony. On boron, germanium and antimony the momentum ratios are 0.263, 1.000 and 1.253, while the energy shares are 0.457, 1.000 and 0.936. For antimony, (\ref{pe}) reads $1.2527^2\times72.630/121.760=0.936$. The target has more momentum than the ion brought in, but less energy.

\section{The three atoms in the manuscript}

For the boron ion the ceilings are
\begin{align}
\Lambda_{\rm B\to Ge}&=\frac{4(11.009)(72.630)}{(83.639)^2}=0.457,\\
\Lambda_{\rm B\to Sb}&=\frac{4(11.009)(121.760)}{(132.769)^2}=0.304 .
\end{align}
At 30 keV these are 13.72 keV and 9.13 keV. Another boron atom could take the full 30 keV. The order is therefore the reverse of the manuscript's answer. All ordered pairs, at the same initial energy of 30 keV, give the following head-on transfers in keV:
\begin{center}
\begin{tabular}{lccc}
Moving atom & on B & on Ge & on Sb\\
\hline
B & 30.00 & 13.72 & 9.13\\
Ge & 13.72 & 30.00 & 28.08\\
Sb & 9.13 & 28.08 & 30.00
\end{tabular}
\end{center}
The entries come from integrating Newton's equations for both atoms with the screened repulsion given below. Their energy shares agree with $\Lambda$ to within $10^{-6}$. In a separate search, the moving atom had the mass of germanium, both nuclear charges were held at 32, and the target mass alone was varied; the maximum lay at a mass ratio of 1.000.

The symmetry of the table refers to equal initial energies. At equal initial speeds the shares are still symmetric, but the transferred energies are not, because the heavier moving atom starts with more energy.

\section{Why the stopping calculation does not confirm the claim}

Most collisions are not head-on. To find the transfer at a given impact parameter $b$, use the centre-of-mass frame, which moves at $V=m_1v/(m_1+m_2)$ along the unit vector $\hat{\mathbf x}$. In this frame the target arrives with velocity $-V\hat{\mathbf x}$. An elastic collision preserves its speed and turns its direction by the scattering angle $\theta$, so it leaves with $-V\hat{\mathbf n}$, where $\hat{\mathbf n}\cdot\hat{\mathbf x}=\cos\theta$. Back in the laboratory,
\begin{align}
\mathbf w&=V(\hat{\mathbf x}-\hat{\mathbf n}),\\
w^2&=2V^2(1-\cos\theta)=4V^2\sin^2(\theta/2),\\
T&=\tfrac12m_2w^2=\Lambda E\sin^2(\theta/2). \label{theta}
\end{align}
Comparison with (\ref{T}) gives $\phi=(\pi-\theta)/2$.

The angle depends on the potential energy $U(r)$, where $r$ now denotes the distance between the atoms. The relative motion has reduced mass $\mu=m_1m_2/(m_1+m_2)$ and energy $E_c=\tfrac12\mu v^2=Em_2/(m_1+m_2)$. With polar angle $\chi$, conservation of angular momentum and energy gives
\begin{align}
r^2\dot\chi&=bv,\\
\dot r^2&=v^2\left[1-\frac{U(r)}{E_c}-\frac{b^2}{r^2}\right].
\end{align}
Dividing $\dot\chi$ by $\dot r$ and counting the inward and outward halves of the orbit gives the swept angle. An undeflected path sweeps $\pi$, so for repulsion
\begin{equation}
\theta=\pi-2b\int_{r_0}^{\infty}
\frac{dr}{r^2\sqrt{1-U(r)/E_c-b^2/r^2}},
\end{equation}
where the square root vanishes at the closest distance $r_0$.

The numerical values use the Ziegler--Biersack--Littmark (ZBL) potential, an approximate screened repulsion. With $k=Z_1Z_2e^2/(4\pi\varepsilon_0)$, Bohr radius $a_0$ and $x=r/a$, it is
\begin{align}
U&=\frac{k}{r}\,\Phi(x),\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},\\
\Phi&=0.1818e^{-3.2x}+0.5099e^{-0.9423x}\nonumber\\
&\quad+0.2802e^{-0.4029x}+0.02817e^{-0.2016x}.
\end{align}
For boron on germanium at $b=0.010$ nm this gives $\theta=29.26^\circ$. Equation (\ref{theta}) then yields $13.72\ {\rm keV}\times\sin^2(14.63^\circ)=0.875$ keV. At the same energy and impact parameter, a boron target takes 0.219 keV and an antimony target 1.044 keV. The atom with the lowest ceiling takes the most energy here. The order depends on $b$: below about 0.005 nm germanium takes more than antimony, and below about 0.0014 nm boron takes the most.

The nuclear charge explains the direction of this change. Consider a weak deflection and, for an estimate, ignore screening. The sideways impulse on the target along a nearly straight ion path is
\begin{equation}
\Delta p=\int_{-\infty}^{\infty}
\frac{kb\,dt}{(b^2+v^2t^2)^{3/2}}=\frac{2k}{bv},
\end{equation}
as the substitution $vt=b\tan\alpha$ shows. Hence, using $v^2=2E/m_1$,
\begin{equation}
T\simeq\frac{(\Delta p)^2}{2m_2}
=\frac{k^2m_1}{m_2b^2E}\propto\frac{Z_2^2}{m_2}
\end{equation}
for a fixed ion, energy and impact parameter. The charges 5, 32 and 51 make $Z_2^2/m_2$ equal to 2.3, 14.1 and 21.4 per u for boron, germanium and antimony. The estimate gives the right order but overstates the contrast: it predicts a germanium-to-boron ratio of 6.2, against 4.0 from the ZBL trajectories. Its absolute values, 0.43, 2.68 and 4.06 keV, are two to four times too large; it ignores screening, and the deflections on germanium and antimony ($29^\circ$ and $40^\circ$) are not weak. The role of the charge shows directly in the ZBL model: with the target charge held at 32 and only the mass varied, the transfers are 4.42, 0.875 and 0.532 keV, whereas with the target mass held at that of germanium and only the charge varied they are about 0.03, 0.875 and 1.70 keV.

Nuclear stopping adds up all impact parameters:
\begin{equation}
S=\int_0^\infty T(b)\,2\pi b\,db .
\end{equation}
For the 30 keV boron ion, the ZBL potential gives $S=0.56$, 1.39 and 1.46 eV nm$^2$ per atom of boron, germanium and antimony. Part 3 therefore reports a correct order for this model and energy, but it does not bear on the ceiling. The lead of antimony over germanium is also slight. It is 5\% here, 1.4\% with the Moli\`ere screening function (1.34 and 1.36) and 0.5\% with the Kr--C function (1.417 and 1.424), both used with the Firsov length. With ZBL it reverses as the ion slows: at 10 keV germanium gives 1.68 and antimony 1.60. The manuscript should state the two results separately. These are also values per atom; the contribution of a dopant to the total nuclear loss must be weighted by its concentration.

\section{Bearing on a real implant}

The natural isotopes of germanium lie on both sides of the mean mass used above: $\Lambda$ is 0.470 for mass number 70 and 0.442 for 76, about 3\% above and below the value for the mean mass.

Real collisions also excite electrons. If an energy $Q$ is lost in this way, the relative speed after a head-on collision is $v\sqrt{1-Q/E_c}$. The target's speed is $V$ plus the fraction $m_1/(m_1+m_2)$ of that relative speed, so
\begin{equation}
T=\frac{\Lambda E}{4}\left(1+\sqrt{1-\frac{Q}{E_c}}\right)^2 .
\end{equation}
For boron on germanium $E_c=26.05$ keV. An assumed loss of 1 keV, chosen to show the sensitivity and not calculated for this collision, lowers the transfer from 13.72 to 13.45 keV, or by 1.9\%. Because $E_c$ changes when the masses are exchanged, an equal non-zero $Q$ breaks the symmetry.

Thermal motion matters less than the isotope spread. If the target moves towards the ion with the classical root-mean-square speed along one axis at 300 K, the head-on energy gain changes by $-0.14\%$. The relativistic correction is 0.8 parts in a million for boron on germanium and 1.0 for boron on antimony.

The struck atom is also bound in a crystal. A rough displacement energy of 15 eV is 0.11\% of the head-on transfer, so treating the atom as free is reasonable there. The same threshold would require a boron energy of at least $15/0.457\approx33$ eV. That figure is only a scale, because in so slow a collision the neighbouring atoms can no longer be ignored. Crystal order affects the average in another way: an ion travelling along an open channel does not sample impact parameters uniformly, so $S$ need not describe its mean nuclear loss. The size of that effect is not estimated here. In any direction $S$ is only the nuclear part of the ion's loss: the Lindhard--Scharff estimate of electronic stopping for 30 keV boron in germanium is about 2.8 eV nm$^2$ per atom, roughly twice $S$. The remaining values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
ion energy: 30 keV
B: mass 11.009 u, nuclear charge 5
Ge: mass 72.630 u, nuclear charge 32
Sb: mass 121.760 u, nuclear charge 51
head-on energy share and transfer, from trajectories:
  B hits B: 1.0000, 30.00 keV
  B hits Ge: 0.4572, 13.72 keV
  B hits Sb: 0.3042, 9.13 keV
  Ge hits B: 0.4572, 13.72 keV
  Ge hits Ge: 1.0000, 30.00 keV
  Ge hits Sb: 0.9361, 28.08 keV
  Sb hits B: 0.3042, 9.13 keV
  Sb hits Ge: 0.9361, 28.08 keV
  Sb hits Sb: 1.0000, 30.00 keV
Ge as moving atom, head-on:
  on B: target momentum / initial ion momentum 0.2633
  on B: final / initial ion velocity 0.7367
  on Ge: target momentum / initial ion momentum 1.0000
  on Ge: final / initial ion velocity -0.0000
  on Sb: target momentum / initial ion momentum 1.2527
  on Sb: final / initial ion velocity -0.2527
mass ratio m2/m1 at numerical peak: 1.000
energy share at numerical peak: 1.00000
off-centre impact parameter: 0.010 nm
B on Ge there: theta 29.26 deg, phi 75.37 deg
  B on B there: transfer 219.2 eV
  B on Ge there: transfer 874.8 eV
  B on Sb there: transfer 1044.1 eV
B on B: nuclear stopping 0.560 eV nm^2 per atom
B on Ge: nuclear stopping 1.391 eV nm^2 per atom
B on Sb: nuclear stopping 1.457 eV nm^2 per atom
effects left out, B on Ge, head-on:
  centre-of-mass energy: 26.05 keV
  assumed electronic loss: 1.0 keV
  transfer with that loss: 13.45 keV
  change by that loss: -1.93 %
  thermal energy at 300 K: 0.0259 eV
  change, target moving to ion: -0.143 %
  relativistic change: 7.9e-05 %
  energy share on Ge-70: 0.4701
  energy share on Ge-76: 0.4424
  rough displacement energy: 15 eV
  displacement energy / transfer: 0.11 %
  least B energy to displace Ge: 32.8 eV
\end{verbatim}
